# Initial-state radiation at the Z peak and the radiative tail: test program

```python
"""Initial-state radiation at the Z peak.

Result under test: radiation multiplies the peak cross section by about
    Delta * g**beta * (pi*beta/2)/sin(pi*beta/2),   g = Gamma/M,
    beta  = (2 alpha/pi) (ln(s/m^2) - 1),
    Delta = exp(beta*(3/4 - Euler)) / GammaFunction(1+beta),
and above the peak a photon can return the pair to the resonance.
Symbols: M, Gamma = Z mass and width (GeV); m = electron mass (GeV);
x = 1 - s'/s = fraction of s lost to photons; E = beam energy.
Cross sections are divided by the Born value at s = M^2.
beta is held at its value for s = M^2 throughout.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gamma as gamma_function

alpha = constants.fine_structure
m = constants.physical_constants[
    "electron mass energy equivalent in MeV"][0] / 1000.0
M, Gamma = 91.0, 2.5          # rough, rounded inputs in GeV
g = Gamma / M
log_s = np.log(M**2 / m**2)
beta = 2 * alpha / np.pi * (log_s - 1)
Delta = np.exp(beta * (0.75 - np.euler_gamma)) / gamma_function(1 + beta)


def born(s, width=Gamma):
    return s * width**2 / ((s - M**2)**2 + M**2 * width**2)


# --- Soft photons: angular integral of the eikonal current, physical mass
def eikonal_integrand(eta):
    mass_ratio2 = (2 * m / M)**2
    v = np.sqrt(1 - mass_ratio2)
    c = np.tanh(eta)
    one_minus_v = mass_ratio2 / (1 + v)
    minus = 2 / (1 + np.exp(2 * eta)) + one_minus_v * c   # 1 - v*c
    plus = 1 + v * c
    current = (2 * (1 + v**2) / (minus * plus)
               - mass_ratio2 * (1 / minus**2 + 1 / plus**2))
    return current / np.cosh(eta)**2


half_sphere = quad(eikonal_integrand, 0, 25, limit=300, epsabs=1e-10)[0]
beta_eikonal = alpha / (2 * np.pi) * 2 * half_sphere
assert abs(beta_eikonal / beta - 1) < 1e-6

# --- Hard photons: explicit Dirac matrices, massive electron
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
zero2 = np.zeros((2, 2), complex)
dirac = np.array([np.diag([1, 1, -1, -1]).astype(complex)]
                 + [np.block([[zero2, p], [-p, zero2]]) for p in pauli])
metric = np.array([1.0, -1.0, -1.0, -1.0])
unit4 = np.eye(4)


def slash(p):
    return np.einsum("a,aij->ij", metric * np.array(p), dirac)


def spectrum_from_amplitude(x, s_over_m2):
    """dN/dx for one photon, relative to the Born rate at s' = s(1-x)."""
    mass = 2 / np.sqrt(s_over_m2)          # beam energy = 1
    v = np.sqrt(1 - mass**2)
    p1, p2 = slash([1, 0, 0, v]), slash([1, 0, 0, -v])
    nodes, weights = np.polynomial.legendre.leggauss(240)
    total = 0.0
    for eta, weight in zip(16 * nodes, 16 * weights):
        c, sine = np.tanh(eta), 1 / np.cosh(eta)
        k = slash([x, x * sine, 0, x * c])
        p1k, p2k = x * (1 - v * c), x * (1 + v * c)
        prop1 = (p1 - k + mass * unit4) / (-2 * p1k)
        prop2 = (k - p2 + mass * unit4) / (-2 * p2k)
        amp = (dirac[None] @ prop1 @ dirac[:, None]
               + dirac[:, None] @ prop2 @ dirac[None])
        bar = dirac[0] @ amp.conj().swapaxes(-1, -2) @ dirac[0]
        product = (p2 - mass * unit4) @ amp @ (p1 + mass * unit4) @ bar
        traces = np.trace(product, axis1=-2, axis2=-1).real
        total += weight * sine**2 * (metric @ traces @ metric)
    return alpha * x / (32 * np.pi) * total


hard_deviation = 0.0
for x in (0.01, 0.3, 0.7):
    ratio_s = 1e6
    formula = (alpha / np.pi * (np.log(ratio_s) - 1)
               * (1 + (1 - x)**2) / x)
    deviation = abs(spectrum_from_amplitude(x, ratio_s) / formula - 1)
    hard_deviation = max(hard_deviation, deviation)
assert hard_deviation < 1e-3     # omitted terms are of order m^2/s


# --- Soft convolution: closed form against quadrature
def soft_closed(y):
    a = np.hypot(y, g)
    zeta = np.arccos(-y / a)
    return (g**2 * a**(beta - 2) * np.pi * beta
            * np.sin((1 - beta) * zeta)
            / (np.sin(np.pi * beta) * np.sin(zeta)))


def soft_quadrature(y):
    top = 1e3**beta                       # variable w = x**beta
    center = max(y, g)**beta
    return quad(lambda w: g**2 / ((w**(1 / beta) - y)**2 + g**2),
                0, top, points=[center], limit=400,
                epsabs=1e-12, epsrel=1e-10)[0]


for y in (-10 * g, -g, 0.0, g, 10 * g):
    assert abs(soft_quadrature(y) / soft_closed(y) - 1) < 1e-5

sine_factor = (np.pi * beta / 2) / np.sin(np.pi * beta / 2)
assert abs(soft_quadrature(0.0) / (g**beta * sine_factor) - 1) < 1e-5
peak_formula = Delta * g**beta * sine_factor

angle = np.pi * beta / (2 * (2 - beta))
y_max = g * np.tan(angle)
height_max = (g**beta * np.pi * beta / np.sin(np.pi * beta)
              * np.cos(angle)**(2 - beta))
search = minimize_scalar(lambda r: -soft_quadrature(r * g),
                         bounds=(-0.5, 0.5), method="bounded",
                         options={"xatol": 1e-7})
assert abs(search.x * g / y_max - 1) < 2e-3
assert abs(-search.fun / height_max - 1) < 1e-5
shift_estimate = np.pi * beta * Gamma / 8
assert abs(M * (np.sqrt(1 + y_max) - 1) / shift_estimate - 1) < 0.1


# --- Full convolution with the soft and hard parts of the radiator
def radiator(x):
    return Delta * beta * x**(beta - 1) - beta * (1 - x / 2)


def radiated(energy):
    s = energy**2
    center = max(1 - M**2 / s, g)
    soft = quad(lambda w: born(s * (1 - w**(1 / beta))), 0, 1,
                points=[center**beta], limit=400, epsabs=1e-11)[0]
    hard = quad(lambda x: beta * (1 - x / 2) * born(s * (1 - x)), 0, 1,
                points=[center], limit=400, epsabs=1e-11)[0]
    return Delta * soft - hard


# --- Photon-by-photon simulation of the Poisson cascade
rng = np.random.default_rng(12345)
events, cutoff = 3_000_000, 1e-7
counts = rng.poisson(beta * np.log(1 / cutoff), events)
owner = np.repeat(np.arange(events), counts)
x_photon = cutoff**(1 - rng.random(owner.size))
keep = rng.random(owner.size) < (1 + (1 - x_photon)**2) / 2
log_z = np.bincount(owner[keep], weights=np.log1p(-x_photon[keep]),
                    minlength=events)
x_lost = -np.expm1(log_z)
del owner, x_photon, keep, counts


def simulated(energy, width=Gamma):
    values = born(energy**2 * (1 - x_lost), width)
    return values.mean(), values.std() / np.sqrt(events)


# soft law for the total loss; statistical error is about 3e-4
for bound in (1e-4, 1e-3):
    assert abs((x_lost < bound).mean() - Delta * bound**beta) < 2e-3

peak_mc, peak_mc_error = simulated(M)
# omitted terms in the closed formula are of order beta*g
assert abs(peak_mc - peak_formula) < 0.012
narrow_mc = simulated(M, Gamma / 30)[0]
narrow_formula = Delta * (g / 30)**beta * sine_factor
assert abs(narrow_mc - narrow_formula) < 2e-3

energies = (M - 3, M, M + 3, 110.0)
table = []
for energy in energies:
    value, (mc, mc_error) = radiated(energy), simulated(energy)
    # omitted terms are of order beta^2 * g * ln(1/g)
    assert abs(value - mc) < 5e-3
    table.append((energy, born(energy**2), value, mc))
assert table[0][3] < table[0][1] and table[3][3] > table[3][1]

# --- Radiative return at 110 GeV
s_tail = energies[3]**2
x_return = 1 - M**2 / s_tail
returned = radiator(x_return) * np.pi * M * Gamma / s_tail
hard_events = x_lost > x_return / 2
for width in (Gamma, Gamma / 10):
    estimate = radiator(x_return) * np.pi * M * width / s_tail
    sample = born(s_tail * (1 - x_lost), width) * hard_events
    # finite width and second-order emission enter at several per cent
    assert abs(sample.mean() / estimate - 1) < 0.10
    if width == Gamma:
        returned_mc = sample.mean()

top = minimize_scalar(lambda e: -radiated(e), bounds=(M - 0.5, M + 0.5),
                      method="bounded", options={"xatol": 1e-6})
born_shift = M * ((1 + g**2)**0.25 - 1)

print(f"Z mass M (rough input) = {M:.1f} GeV")
print(f"Z width Gamma (rough input) = {Gamma:.1f} GeV")
print(f"electron mass m = {m:.6e} GeV")
print(f"1/alpha = {1 / alpha:.3f}")
print(f"Gamma/M = {g:.5f}")
print(f"ln(M^2/m^2) = {log_s:.3f}")
print(f"beta = {beta:.5f}")
print(f"beta from eikonal angular integral = {beta_eikonal:.5f}")
print(f"hard spectrum, largest relative deviation = {hard_deviation:.1e}")
print(f"bare power (Gamma/M)^beta = {g**beta:.4f}")
print(f"loss from bare power = {100 * (1 - g**beta):.1f} %")
print(f"first order 1+beta*ln(Gamma/M)+3*beta/4 = "
      f"{1 + beta * np.log(g) + 0.75 * beta:.4f}")
print(f"3*beta/4 = {0.75 * beta:.4f}")
print(f"Delta = {Delta:.4f}")
print(f"(pi*beta/2)/sin(pi*beta/2) = {sine_factor:.4f}")
print(f"peak factor, closed formula = {peak_formula:.4f}")
print(f"peak factor, convolution = {table[1][2]:.4f}")
print(f"peak factor, simulation = {peak_mc:.4f}")
print(f"statistical error of simulation = {peak_mc_error:.4f}")
print(f"loss at s=M^2, closed formula = {100 * (1 - peak_formula):.1f} %")
print(f"loss at s=M^2, simulation = {100 * (1 - peak_mc):.1f} %")
print(f"width/30: closed formula = {narrow_formula:.4f}")
print(f"width/30: simulation = {narrow_mc:.4f}")
print(f"shift of maximum, pi*beta*Gamma/8 = {1000 * shift_estimate:.0f} MeV")
print(f"shift of Born maximum above M = {1000 * born_shift:.0f} MeV")
print(f"shift of maximum, convolution = {1000 * (top.x - M):.0f} MeV")
print(f"height of maximum, soft formula = {Delta * height_max:.4f}")
print(f"height of maximum, convolution = {-top.fun:.4f}")
print("line shape relative to Born value at s=M^2:")
for energy, b, value, mc in table:
    print(f"sqrt(s) = {energy:.1f} GeV: Born {b:.5f}, "
          f"convolution {value:.5f}, simulation {mc:.5f}, "
          f"simulation/Born {mc / b:.3f}")
print(f"110 GeV: x of returning photon = {x_return:.4f}")
print(f"110 GeV: energy of returning photon = "
      f"{x_return * energies[3] / 2:.2f} GeV")
print(f"110 GeV: radiator H(x0) = {radiator(x_return):.4f}")
print(f"110 GeV: return term, formula = {returned:.5f}")
print(f"110 GeV: return term, simulation (x > x0/2) = {returned_mc:.5f}")
print("success")
```

Printed output:

```
Z mass M (rough input) = 91.0 GeV
Z width Gamma (rough input) = 2.5 GeV
electron mass m = 5.109990e-04 GeV
1/alpha = 137.036
Gamma/M = 0.02747
ln(M^2/m^2) = 24.180
beta = 0.10769
beta from eikonal angular integral = 0.10769
hard spectrum, largest relative deviation = 4.5e-06
bare power (Gamma/M)^beta = 0.6790
loss from bare power = 32.1 %
first order 1+beta*ln(Gamma/M)+3*beta/4 = 0.6937
3*beta/4 = 0.0808
Delta = 1.0743
(pi*beta/2)/sin(pi*beta/2) = 1.0048
peak factor, closed formula = 0.7330
peak factor, convolution = 0.7254
peak factor, simulation = 0.7266
statistical error of simulation = 0.0002
loss at s=M^2, closed formula = 26.7 %
loss at s=M^2, simulation = 27.3 %
width/30: closed formula = 0.5082
width/30: simulation = 0.5080
shift of maximum, pi*beta*Gamma/8 = 106 MeV
shift of Born maximum above M = 17 MeV
shift of maximum, convolution = 125 MeV
height of maximum, soft formula = 0.7380
height of maximum, convolution = 0.7317
line shape relative to Born value at s=M^2:
sqrt(s) = 88.0 GeV: Born 0.14230, convolution 0.10400, simulation 0.10422, simulation/Born 0.732
sqrt(s) = 91.0 GeV: Born 1.00000, convolution 0.72544, simulation 0.72659, simulation/Born 0.727
sqrt(s) = 94.0 GeV: Born 0.15350, convolution 0.19639, simulation 0.19817, simulation/Born 1.291
sqrt(s) = 110.0 GeV: Born 0.00517, convolution 0.01827, simulation 0.01874, simulation/Born 3.627
110 GeV: x of returning photon = 0.3156
110 GeV: energy of returning photon = 17.36 GeV
110 GeV: radiator H(x0) = 0.2330
110 GeV: return term, formula = 0.01377
110 GeV: return term, simulation (x > x0/2) = 0.01369
success
```
